# How simple density mixing scales with cell size in metals and insulators

## Problem

An electronic-structure program finds the self-consistent density by simple mixing. From an input density $n_{\rm in}$ it builds the potential, solves for the electrons, obtains $n_{\rm out}$, and sets

$$n_{\rm in}\;\to\; n_{\rm in}+\alpha P\,(n_{\rm out}-n_{\rm in}),$$

with one fixed number $\alpha$. Plain mixing has $P=1$. Kerker mixing multiplies each Fourier component of the residual by $P_q=q^2/(q^2+k_0^2)$. Each iteration costs a time proportional to the number of electrons $N_{\rm el}$.

The system is a free-electron metal with density parameter $r_s=3$ bohr in a periodic cube of edge $L$. The density error is to fall by $\tau=10^{-6}$, density waves are kept up to $q=10$ bohr$^{-1}$, and $k_0=0.5$ bohr$^{-1}$. Hartree atomic units are used.

(a) How does the number of iterations $N$ of plain mixing depend on $L$, and what does this do to the total work?
(b) What does Kerker mixing change?
(c) Answer both questions for an insulator of the same mean density with a gap $E_g=0.1$ hartree.
(d) Can plain mixing be rescued by letting $\alpha$ vary from step to step?

## Solution

### The error equation

Let $e=n_{\rm in}-n_*$ be the small deviation from the self-consistent density $n_*$. It changes the Hartree potential by $ve$, where $v_q=4\pi/q^2$. The electrons respond to this potential with the independent-electron response $\chi_0$, so $n_{\rm out}-n_*=\chi_0 v e$. Subtracting $e$ gives the residual,

$$n_{\rm out}-n_{\rm in}=\chi_0ve-e=-\varepsilon e,\qquad \varepsilon=1-\chi_0 v,$$

and the mixing step becomes

$$e\;\to\;(1-\alpha P\varepsilon)\,e .$$

The component $q=0$ is absent because every density in the loop holds the same number of electrons. Exchange and correlation are left out; their effect is considered below.

Next we need a norm in which the convergence can be bounded. Define $y=(v/P)^{1/2}e$, so that $e=(P/v)^{1/2}y$. Since $P$ and $v$ are both diagonal in $q$, they commute, and

$$(v/P)^{1/2}\,P(1-\chi_0v)\,(P/v)^{1/2}=P-(Pv)^{1/2}\chi_0(Pv)^{1/2}\equiv A .$$

Thus $y\to(1-\alpha A)y$. The matrix $A$ is Hermitian and has the same eigenvalues as $P\varepsilon$. They are positive, because $P>0$ and $-\chi_0$ is non-negative: a static perturbation lowers the energy at second order.

Let the eigenvalues run from $\lambda_{\min}$ to $\lambda_{\max}$. One step multiplies each eigenvector by $1-\alpha\lambda$, which is linear in $\lambda$, so its largest magnitude occurs at an end of the range. The best $\alpha$ makes the two ends equally slow:

$$1-\alpha\lambda_{\min}=\alpha\lambda_{\max}-1\;\Rightarrow\;\alpha=\frac{2}{\lambda_{\max}+\lambda_{\min}} .$$

With $\kappa=\lambda_{\max}/\lambda_{\min}$, the contraction per step is then

$$\rho=1-\frac{2\lambda_{\min}}{\lambda_{\max}+\lambda_{\min}}=\frac{\kappa-1}{\kappa+1}.$$

Setting $\rho^N=\tau$ gives

$$N=\frac{\ln(1/\tau)}{\ln\dfrac{\kappa+1}{\kappa-1}}\;\approx\;\frac{\kappa}{2}\ln\frac1\tau\quad(\kappa\gg1), \tag{1}$$

because $\ln[(1+1/\kappa)/(1-1/\kappa)]\approx2/\kappa$. This count refers to the slowest error components, those at the two ends of the range, which at this $\alpha$ decay equally slowly. A starting density that lacks one end gains nothing; one that lacks both converges sooner, though only slightly if other eigenvalues lie close to an end.

### (a) Plain mixing in the metal

A potential $\delta V$ that varies slowly in space shifts the local band bottom while the chemical potential $\mu$ stays uniform. The local density therefore changes by $-(dn/d\mu)\,\delta V$, which means $\chi_0\to-dn/d\mu$ as $q\to0$. Hence

$$\varepsilon(q)=1+\frac{k_s^2}{q^2},\qquad k_s^2=4\pi\frac{dn}{d\mu}.$$

For free electrons $n=k_F^3/3\pi^2$ and $\mu=k_F^2/2$, so

$$\frac{dn}{d\mu}=\frac{dn/dk_F}{d\mu/dk_F}=\frac{k_F^2/\pi^2}{k_F}=\frac{k_F}{\pi^2},\qquad k_s^2=\frac{4k_F}{\pi}.$$

Here $n=3/(4\pi r_s^3)=0.008842$ bohr$^{-3}$, which gives $k_F=0.6397$ bohr$^{-1}$ and $k_s^2=0.8145$ bohr$^{-2}$.

Two conditions enter. The wave must be long compared with $1/k_F$; at the shortest edge used below, 20 bohr, the formula gives 9.25 and the full free-electron (Lindhard) response 9.08, a difference of 2%. The finite cell must also respond like the infinite metal. Brillouin-zone sampling or smearing brings it close to that limit; with a single k-point at zero temperature the levels form discrete shells, and $\varepsilon(2\pi/L)$ can differ from the formula by tens of percent, although it still grows strongly with $L$.

The longest wave in the cell has $q=2\pi/L$, so

$$\lambda_{\max}=1+\frac{k_s^2L^2}{4\pi^2}.$$

The smallest eigenvalue belongs to short waves. The formula gives 1.0081 at the cutoff. It is not accurate there, but without exchange and correlation $\varepsilon\ge1$, so taking $\lambda_{\min}=1$ instead changes $\kappa$ by less than 1%. For $k_sL/2\pi\gg1$, equation (1) becomes

$$N\approx\frac{k_s^2L^2}{8\pi^2}\,\ln\frac1\tau. \tag{2}$$

For $L=160$ bohr,

$$\lambda_{\max}=1+\frac{0.8145\times160^2}{4\pi^2}=529.2,\qquad \kappa=\frac{529.2}{1.0081}=524.9,$$

$$N=\frac{524.9}{2}\times13.82\approx3630 .$$

The short form (2) gives 3649.

The physical cause is charge sloshing. A small long-wave density error makes a large potential, to which the metal responds with an output density that overshoots by a factor of order $k_s^2/q^2$. Stability therefore demands $\alpha<2/\lambda_{\max}$. With so small an $\alpha$, the harmless short waves hardly move in one step. This also shows that no other fixed $\alpha$ avoids the law: for any stable choice, the mode at $\lambda_{\min}$ keeps more than a fraction $1-2/\kappa$ of its amplitude per step, and removing it takes at least about $(\kappa/2)\ln(1/\tau)$ steps, more when $\alpha$ lies well below the stability limit.

An exchange-correlation kernel $f_{xc}$ that stays finite as $q\to0$ replaces $v$ by $v+f_{xc}$. It adds a constant to $\varepsilon$ at long wavelength but leaves the term $k_s^2/q^2$, and with it the growth as $L^2$. The kernel is negative, so $v+f_{xc}$ changes sign near $q=2k_F$ and $\varepsilon$ drops below 1 there. With the LDA kernel and the Lindhard response at $r_s=3$ bohr the smallest eigenvalue is 0.94; the plain count at 160 bohr rises to about 3880, and the Kerker count of part (b) to about 26.

**Total work.** In a growing cube $N_{\rm el}\propto L^3$, so $N\propto N_{\rm el}^{2/3}$ and the work grows as $N_{\rm el}\times N_{\rm el}^{2/3}=N_{\rm el}^{5/3}$. From 80 to 160 bohr the cell goes from 4527 to 36217 electrons. The work rises by $8\times3.978=31.8$, where linear scaling would give 8. If just one edge grows, $N_{\rm el}\propto L$ and the work grows as $N_{\rm el}^3$. A linear-scaling solver thus does not by itself make a linear-scaling calculation.

### (b) Kerker mixing in the metal

The eigenvalues are now

$$P_q\,\varepsilon(q)=\frac{q^2}{q^2+k_0^2}\cdot\frac{q^2+k_s^2}{q^2}=\frac{q^2+k_s^2}{q^2+k_0^2}.$$

The factor $q^2$ that made long waves dangerous has cancelled. This ratio varies monotonically from $k_s^2/k_0^2$ at $q\to0$ to 1 at large $q$, so $\kappa$ is bounded for every $L$. Here $k_s^2/k_0^2=3.258$, and within this form of $\varepsilon(q)$ equation (1) gives at most

$$N=\frac{13.82}{\ln(4.258/2.258)}\approx22 .$$

The lower end $\lambda_{\min}=1$ uses the long-wave formula outside its range. At short waves only $\varepsilon\ge1$, hence $P_q\varepsilon\ge P_q$, is guaranteed; for $q\ge2k_F$ this floor is $4k_F^2/(4k_F^2+k_0^2)=0.87$. The true count can therefore lie somewhat above 22, by an amount that does not grow with $L$. The value of $k_0$ need not match $k_s=0.9025$ bohr$^{-1}$; a mismatch costs a constant factor. With $N$ bounded, the work is again linear in $N_{\rm el}$. The argument assumes a homogeneous metal, where one function of $q$ describes the response everywhere. It does not cover a cell that is part metal and part vacuum or insulator.

### (c) The insulator

**A bound on the dielectric eigenvalues.** Take independent electrons at zero temperature in a local potential, with excitation energies $\Delta_m=E_m-E_0\ge E_g$. For a real perturbation $\hat V=\sum_i\delta V(\mathbf r_i)$, first-order perturbation theory for the density gives

$$-\langle\delta V|\chi_0|\delta V\rangle=2\sum_m\frac{|\langle m|\hat V|0\rangle|^2}{\Delta_m}\le\frac{2}{E_g^2}\sum_m\Delta_m|\langle m|\hat V|0\rangle|^2,$$

since $1/\Delta_m\le\Delta_m/E_g^2$. The double commutator expands as $[\hat V,[\hat H,\hat V]]=2\hat V\hat H\hat V-\hat V^2\hat H-\hat H\hat V^2$, whose ground-state average is $2\langle0|\hat V(\hat H-E_0)\hat V|0\rangle$. Inserting the states $m$ gives

$$\sum_m\Delta_m|\langle m|\hat V|0\rangle|^2=\tfrac12\langle0|[\hat V,[\hat H,\hat V]]|0\rangle .$$

The kinetic energy alone fails to commute with $\hat V$. For one electron,

$$[-\tfrac12\nabla^2,\delta V]=-\tfrac12(\nabla^2\delta V)-\nabla\delta V\cdot\nabla,$$

$$[\delta V,\,-\nabla\delta V\cdot\nabla]=|\nabla\delta V|^2 .$$

The sum is therefore $\tfrac12\int n|\nabla\delta V|^2d^3r$, and

$$-\langle\delta V|\chi_0|\delta V\rangle\le\frac{1}{E_g^2}\int n\,|\nabla\delta V|^2d^3r\le\frac{n_{\max}}{E_g^2}\int|\nabla\delta V|^2d^3r .$$

For $P=1$ the symmetric matrix is $A=1-v^{1/2}\chi_0v^{1/2}$. Put $\delta V=v^{1/2}u$ with $u$ normalized. Each Fourier component of the last integral is $q^2(4\pi/q^2)|u_q|^2$, so the integral equals $4\pi$, and

$$\lambda_{\max}\le1+\frac{4\pi n_{\max}}{E_g^2}. \tag{3}$$

The factor $q^2$ from the gradient cancels the $1/q^2$ of the Coulomb law. Plain mixing therefore stays bounded as $L$ grows, provided the gap does not close. The bound includes the microscopic variation of the density. It does not hold for nonlocal potentials, which add to the commutator, or when thermally excited carriers screen as in a metal.

**Numbers.** As a model, let the long-wave dielectric constant have the value of (3) with the mean density in place of $n_{\max}$. With $\omega_p=\sqrt{4\pi n}=0.3333$ hartree,

$$\varepsilon_0=1+(0.3333/0.1)^2=12.11 .$$

This value is a pessimistic model choice, not a prediction. In real crystals the strong transitions lie well above the minimum gap, and the dielectric constant falls far below this formula: for silicon the formula gives more than 200, while the measured value is about 12. The insulator counts below belong to the model; with $\varepsilon_0=6$ or 4 the plain-mixing limit would be about 41 or 27 iterations.

Join this to the metallic form at larger $q$ by

$$\varepsilon(q)=1+\left[\frac{1}{\varepsilon_0-1}+\frac{q^2}{k_s^2}\right]^{-1}.$$

The two terms in the bracket are equal at $q=k_s/\sqrt{\varepsilon_0-1}$, that is, for $L=2\pi\sqrt{\varepsilon_0-1}/k_s=23.2$ bohr. In much smaller cells the loop cannot tell this insulator from a metal. In much larger ones $\kappa$ tends to $12.11/1.0081=12.01$, and (1) gives a limit of about 83 iterations.

**Kerker mixing** now does harm in large cells. As $q\to0$,

$$P_q\,\varepsilon(q)\to\frac{\varepsilon_0q^2}{k_0^2},$$

while the largest eigenvalue stays of order one. Hence $\kappa\propto L^2$: the filter suppresses long waves that needed no suppression, and they become the slow ones.

### (d) A varying mixing factor

After $N$ plain steps with factors $\alpha_1,\dots,\alpha_N$, a mode is multiplied by $\prod_j(1-\alpha_j\lambda)$. This is a polynomial in $\lambda$ that equals 1 at $\lambda=0$. A small one on the whole range is the scaled Chebyshev polynomial

$$p_N(\lambda)=\frac{T_N\!\left(\dfrac{\lambda_{\max}+\lambda_{\min}-2\lambda}{\lambda_{\max}-\lambda_{\min}}\right)}{T_N(r)},\qquad r=\frac{\kappa+1}{\kappa-1},$$

obtained by taking $1/\alpha_j$ at its zeros. On the range the numerator is at most 1 in magnitude, and $T_N(r)=\cosh(N\,\mathrm{arcosh}\,r)$. Requiring $1/T_N(r)=\tau$ gives

$$N=\frac{\mathrm{arcosh}(1/\tau)}{\mathrm{arcosh}\,r}\approx\frac{\sqrt\kappa}{2}\ln\frac2\tau ,$$

because $r\approx1+2/\kappa$ and $\mathrm{arcosh}(1+x)\approx\sqrt{2x}$ for small $x$. The growth drops from $L^2$ to $L$. For $L=160$ bohr the count is 167 instead of about 3630. So Kerker mixing is not the sole remedy, but this one does not remove the growth. It also needs care: single factors $\alpha_j$ near 1 amplify the longest waves by several hundred, so the order of the steps matters. For $L=160$ bohr, taking the largest factors first lets the error grow by about $10^{78}$. Taking them last keeps the iterates small, but any rounding or nonlinear error made earlier is amplified by up to the same factor. Large and small factors have to be interleaved.

### Table of cases

Estimated iterations for $\tau=10^{-6}$, rounded to the nearest integer, except the Chebyshev column, which is rounded up. With the full Lindhard response the plain metal counts shift by about 1% (3654 at 160 bohr) and the Kerker metal counts by up to one iteration:

| $L$ (bohr) | Metal, plain | Metal, Chebyshev | Metal, Kerker | Insulator, plain | Insulator, Kerker |
|---:|---:|---:|---:|---:|---:|
| 20 | 63 | 22 | 17 | 39 | 11 |
| 40 | 233 | 42 | 20 | 64 | 13 |
| 80 | 912 | 84 | 21 | 77 | 45 |
| 160 | 3626 | 167 | 22 | 81 | 168 |

In the model insulator with $\varepsilon_0=12.11$, Kerker mixing still helps at 80 bohr and is worse than plain mixing at 160 bohr; the exchange lies near 109 bohr. A smaller $\varepsilon_0$ moves it to shorter cells, about 56 bohr for $\varepsilon_0=6$ and 38 bohr for $\varepsilon_0=4$. By (1) the exchange occurs where the two values of $\kappa$ are equal, so it depends on $k_0$, $\varepsilon_0$ and $k_s$ but not on $\tau$.

### Check with real self-consistency loops

The table rests on linearized response. The numerical check also runs full loops, with a diagonalization in every iteration, for a tight-binding ring of charged planes. Uniform hopping makes it a metal and alternating hopping an insulator. For 24, 48 and 96 planes the metal needs 55, 201 and 786 plain iterations, against estimates of 54.2, 200.6 and 785.6 from (1) with the computed eigenvalues. With Kerker mixing it needs 5 at each size. The insulator needs 19, 23 and 24 plain iterations, but 29, 91 and 337 with Kerker mixing.

An $\alpha$ tuned on a small cell can fail on a larger one. The best value for 24 metallic planes is 0.168, while the stability limit for 48 planes is 0.051. Used there, it multiplies the ordinary norm of the density error by 160 in three steps.

These counts use the norm of $y$, for which (1) was derived. The ordinary density norm can behave differently. In the insulating ring of 96 planes with Kerker mixing, it first rises to 31 times its initial value and needs 405 iterations instead of 337. A long-wave error $e_q$ creates a field of size $qv_q|e_q|\propto|e_q|/q$, which polarizes every bond and so produces a short-wave density error larger by a factor of order $1/q$. The peak should then roughly double when the ring doubles in length; it grows by 2.6 from 24 to 48 planes and by 2.2 from 48 to 96. Plain mixing in the insulating ring shows the same first-step rise, by factors of 2.3, 4.6 and 9.3 for 24, 48 and 96 planes. The two norms differ by at most a power of $L$, so the change of norm can add a factor-of-$\ln L$ term to $\ln(1/\tau)$ in the count. The eigenvalues still set the eventual rate, but a convergence test on the plain density norm can take longer to satisfy than (1) suggests.

## Computed values

```
RING MODEL (energies in mean hopping t)
g = 2.0 t, k0^2 = 0.5 /spacing^2, tau = 1e-06
metal kT = 0.2 t, insulator kT = 0.02 t, gap = 0.8 t
insulator hoppings = 1.2 t and 0.8 t
metal level density = 0.3243 per t per plane
24 planes: metal top eigenvalue 10.58, formula 10.52
  insulator top eigenvalue 3.290, gap bound 7.587
  metal loops: plain 55 (estimate 54.2), Kerker 5 (estimate 5.5)
  insulator loops: plain 19 (estimate 18.9), Kerker 29 (estimate 28.8)
  insulator Kerker, plain norm: 32 loops, peak error 5.44 x initial
48 planes: metal top eigenvalue 38.97, formula 38.91
  insulator top eigenvalue 3.800, gap bound 7.580
  metal loops: plain 201 (estimate 200.6), Kerker 5 (estimate 5.5)
  insulator loops: plain 23 (estimate 22.1), Kerker 91 (estimate 90.2)
  insulator Kerker, plain norm: 104 loops, peak error 13.95 x initial
96 planes: metal top eigenvalue 152.53, formula 152.47
  insulator top eigenvalue 3.957, gap bound 7.580
  metal loops: plain 786 (estimate 785.6), Kerker 5 (estimate 5.5)
  insulator loops: plain 24 (estimate 23.1), Kerker 337 (estimate 336.8)
  insulator Kerker, plain norm: 405 loops, peak error 30.99 x initial
metal plain count ratio, 96 to 48 planes = 3.91
insulator Kerker count ratio, 96 to 48 = 3.70
ratio of those peak errors, 96 to 48 planes = 2.22
best alpha, 24 planes = 0.1678; stability limit, 48 planes = 0.0513
error growth in 3 steps with that alpha on 48 planes = 160
BULK ESTIMATE (hartree atomic units)
rs = 3.0 bohr, density = 0.008842 bohr^-3
kF = 0.6397 bohr^-1, ks = 0.9025 bohr^-1, ks^2 = 0.8145 bohr^-2
cutoff = 10.0 bohr^-1, k0 = 0.5 bohr^-1
lowest metal eigenvalue at cutoff = 1.0081
Kerker limit ks^2/k0^2 = 3.258
insulator gap = 0.1 hartree, plasma energy = 0.3333 hartree
insulator eps0 = 12.11, crossover length = 23.2 bohr
L = 20 bohr: 71 electrons, q_min = 0.3142 bohr^-1
  metal eigenvalue 9.25, Lindhard 9.08
  metal iterations: plain 63.1, Kerker 17.1
  insulator iterations: plain 38.9, Kerker 10.7
  metal Chebyshev schedule: 22 iterations
L = 40 bohr: 566 electrons, q_min = 0.1571 bohr^-1
  metal eigenvalue 34.01, Lindhard 33.84
  metal iterations: plain 233.0, Kerker 20.2
  insulator iterations: plain 63.6, Kerker 13.4
  metal Chebyshev schedule: 42 iterations
L = 80 bohr: 4527 electrons, q_min = 0.0785 bohr^-1
  metal eigenvalue 133.04, Lindhard 132.88
  metal iterations: plain 911.6, Kerker 21.3
  insulator iterations: plain 76.9, Kerker 44.8
  metal Chebyshev schedule: 84 iterations
L = 160 bohr: 36217 electrons, q_min = 0.0393 bohr^-1
  metal eigenvalue 529.18, Lindhard 529.01
  metal iterations: plain 3625.9, Kerker 21.6
  insulator iterations: plain 81.2, Kerker 167.7
  metal Chebyshev schedule: 167 iterations
short L^2 formula at 160 bohr = 3649 iterations
iteration ratio, 160 to 80 bohr = 3.978
total work ratio, 160 to 80 bohr = 31.8
work exponent in electron number, cube = 1.664
```
